# Why compressive film buckles can stop widening

**Question.** A compressed film has lost its bond to the substrate along a long straight strip and has buckled away from it. Widening the strip frees more of the compressed film. Why can the two side cracks nevertheless come to rest?

## Which loads reach the crack

Let the film have thickness $h$, Young's modulus $E$, Poisson ratio $\nu$ and equi-biaxial compressive stress $\sigma$. The strip occupies $-b<y<b$. It is long, so strain along it does not change, and changes across it are governed by $\bar E=E/(1-\nu^2)$ and the bending stiffness $D=\bar Eh^3/12$. The substrate is thick and, at first, elastically identical to the film. The plate has clamped edges and moderate slopes.

The faces of the buckled film carry no horizontal traction, so its remaining compressive stress $\sigma_c$ is uniform across the strip. Vertical equilibrium, $Dw''''+\sigma_c h\,w''=0$, with $w=w'=0$ at the edges has the lowest solution

$$w=\frac{\xi h}{2}\left(1+\cos\frac{\pi y}{b}\right),\qquad \sigma_c=\frac{\pi^2D}{b^2h}=\frac{\pi^2\bar Eh^2}{12b^2}.$$

The released strain $(\sigma-\sigma_c)/\bar E$ equals the mean of $w'^2/2$, because the edges do not move. Since $w'=-(\pi\xi h/2b)\sin(\pi y/b)$ and $\sin^2$ averages to $1/2$,

$$\frac{\sigma-\sigma_c}{\bar E}=\frac{\pi^2\xi^2h^2}{16b^2}=\frac{3}{4}\xi^2\frac{\sigma_c}{\bar E}.$$

Define $r=\sigma/\sigma_c=(b/b_c)^2$, where $b_c=\pi h\sqrt{\bar E/12\sigma}$ is the half-width at which a straight buckle, uniform along the strip, first becomes possible. Then $\xi^2=\tfrac43(r-1)$.

Two loads act on the crack at $y=b$: the bending moment and the change of membrane force relative to the bonded film,

$$M=Dw''(b)=\frac{D\pi^2\xi h}{2b^2}=\frac{\sigma_ch^2\xi}{2},\qquad \Delta N=(\sigma-\sigma_c)h .$$

The original uniform film stress puts no traction on the interface, so it can be subtracted. What remains is an arm carrying $M$ and a tension $\Delta N$. At fixed $\sigma$, $M\propto\sqrt{r-1}/r$ peaks at $r=2$ and then falls, while $\Delta N\propto1-1/r$ keeps growing. Widening thus shifts the load from bending to membrane force.

## The energy supplied

When the front advances by unit length under fixed arm loads, the loads do twice the work that is stored in the new length of arm. The other half is released, so $G$ equals the stored energy per unit length:

$$G=\frac{M^2}{2D}+\frac{\Delta N^2}{2\bar Eh}=\frac{6M^2}{\bar Eh^3}+\frac{\Delta N^2}{2\bar Eh}.$$

The first term is $\tfrac32\sigma_c^2\xi^2h/\bar E=2\sigma_c(\sigma-\sigma_c)h/\bar E$. Adding the second gives

$$G=\frac{h}{2\bar E}(\sigma-\sigma_c)(\sigma+3\sigma_c)=G_0\left(1-\frac1r\right)\left(1+\frac3r\right),\qquad G_0=\frac{\sigma^2h}{2\bar E}.$$

With $s=1/r$ the last product is $1+2s-3s^2$. Its derivative $2-6s$ vanishes at $s=1/3$. So $G$ rises to $4G_0/3$ at $r=3$ and then falls towards $G_0$. It never drops below $G_0$ again, so, while the crack stays open, falling energy cannot stop it if its toughness is constant and less than $G_0$.

## How the crack is loaded

Let $K_1>0$ measure opening and $K_2$ sliding, with $G=(K_1^2+K_2^2)/\bar E$ and $\psi=\arg(K_1+iK_2)$. Linearity makes $K_1+iK_2$ a sum of one term in $M$ and one in $\Delta N$. The energy has no cross term $M\Delta N$, so these terms are perpendicular in the complex plane.

The moment lifts the arm, hence $K_1>0$. Behind the right-hand front it also moves the arm's lower face away from the front, which is $K_2<0$ in the usual convention. The tension moves that face the same way, so its $K_2$ is also negative. Perpendicularity then requires its $K_1$ to be negative: the tension tends to close the crack. With one unknown angle $0<\omega<90^\circ$,

$$K_1=\frac{1}{\sqrt{2h}}\left(\frac{\sqrt{12}M}{h}\sin\omega-\Delta N\cos\omega\right),\quad
K_2=-\frac{1}{\sqrt{2h}}\left(\frac{\sqrt{12}M}{h}\cos\omega+\Delta N\sin\omega\right).$$

Since $\sin\omega-i\cos\omega=e^{i(\omega-90^\circ)}$ and $-e^{i\omega}=-i\,e^{i(\omega-90^\circ)}$,

$$K_1+iK_2=\frac{e^{i(\omega-90^\circ)}}{\sqrt{2h}}\left(\frac{\sqrt{12}M}{h}-i\Delta N\right).$$

The ratio of the two loads is

$$\frac{h\Delta N}{\sqrt{12}M}=\frac{r-1}{\sqrt3\,\xi}=\frac{\sqrt{r-1}}{2},$$

and therefore

$$\boxed{\psi=\omega-90^\circ-\arctan\frac{\sqrt{r-1}}{2}}.$$

As the strip widens, $|\psi|$ grows steadily. Pure sliding, $\psi=-90^\circ$, is reached when $\sqrt{r-1}=2\tan\omega$, or $r=1+4\tan^2\omega$. Beyond it the faces touch, and the model no longer applies.

## Finding the angle $\omega$

Beam theory cannot give $\omega$; the elastic field near the tip is needed. Consider a crack $|x|<a$ on $y=0$, below a free surface at $y=h$, with opening jump $\delta_y$ and sliding jump $\delta_x$. Take one Fourier component $e^{ikx}$, $k>0$, and an Airy function $\phi$, with $\sigma_{yy}=-k^2\phi$, $\sigma_{xy}=-ik\phi_y$ and $\sigma_{xx}=\phi_{yy}$.

Without the free surface, opening and sliding give, for $y>0$,

$$\phi=-\frac{S}{k^2}(1+ky)e^{-ky},\qquad \phi=\frac{iT}{k}\,y\,e^{-ky},$$

where $S$ and $T$ are the normal and shear tractions on $y=0$. Integrating $\epsilon_{yy}$ from infinity in the first field gives a face displacement $-2S/(\bar Ek)$. In the second, $\epsilon_{xx}=\sigma_{xx}/\bar E=-2iT/\bar E$ on the face gives $-2T/(\bar Ek)$. The opposite face moves equally and oppositely, so $S=-\bar Ek\delta_y/4$ and $T=-\bar Ek\delta_x/4$.

With $q=kh$, these fields leave on the surface $y=h$ the tractions

$$n=[(1+q)S-iqT]e^{-q},\qquad \tau=[(1-q)T-iqS]e^{-q}.$$

They are cancelled by $\phi=[n/k^2+(n+i\tau)d/k]e^{-kd}$, where $d=h-y$. At $d=h$ this adds $-[n+q(n+i\tau)]e^{-q}$ to $\sigma_{yy}$ and $-[(1-q)\tau+iqn]e^{-q}$ to $\sigma_{xy}$. Substituting $n$ and $\tau$,

$$\begin{aligned}
\sigma_{yy}&=[1-e^{-2q}(1+2q+2q^2)]S+2iq^2e^{-2q}T,\\
\sigma_{xy}&=[1-e^{-2q}(1-2q+2q^2)]T-2iq^2e^{-2q}S.
\end{aligned}$$

Now load the crack faces with uniform pressure $p$. For $a\gg h$ the layer is a clamped plate, $w=p(a^2-x^2)^2/24D$, with edge moment $pa^2/3$ and no membrane force to leading order. Its tip angle must approach $\omega-90^\circ$. The jumps were expanded in 100 functions $\sqrt{a^2-x^2}\,U_n(x/a)$, with $U_n$ the Chebyshev polynomials of the second kind, and the traction condition was projected on the same functions. Solutions at $a/h=20$, 40 and 80, extrapolated quadratically in $h/a$ to zero, give $\omega=52.07^\circ$.

Hence $\psi$ starts from $-37.9^\circ$ for a straight buckle of vanishing height, and pure sliding comes at $r=7.59$.

## When the toughness wins

Sliding matters because many interfaces cost more energy to separate when sheared; rough faces and plastic flow are possible reasons. A simple model is

$$\Gamma(\psi)=\Gamma_I\{1+\tan^2[(1-\lambda)\psi]\}=\frac{\Gamma_I}{\cos^2[(1-\lambda)\psi]}.$$

Here $\Gamma_I$ is the toughness in pure opening, and $\lambda=1$ means no dependence on mode. The crack can advance when $G\ge\Gamma(\psi)$. Kinetic energy is neglected, so growth is taken to end where $G$ no longer exceeds $\Gamma$. Arrest is a crossing at which $\Gamma$ overtakes $G$ as $b$ grows:

$$G=\Gamma,\qquad \frac{d\ln\Gamma}{d\ln b}>\frac{d\ln G}{d\ln b}.$$

To find the slopes, use $d\ln b=\tfrac12d\ln r$ and $d\psi/dr=-1/[(r+3)\sqrt{r-1}]$. With $\theta=(1-\lambda)|\psi|$,

$$\frac{d\ln\Gamma}{d\ln b}=\frac{4(1-\lambda)\,r\tan\theta}{(r+3)\sqrt{r-1}},\qquad
\frac{d\ln G}{d\ln b}=\frac{4(3-r)}{(r-1)(r+3)}.$$

Increasing mixity is not sufficient by itself. If a crack is already advancing, arrest before contact is guaranteed when $\Gamma(-90^\circ)$ exceeds $G$ at $r=1+4\tan^2\omega$, because the curves must then cross. If $\lambda$ is too close to 1, the toughness may never catch up.

Nor is mixity the only possible brake. For a constant toughness $\Gamma=\gamma G_0$ with $1<\gamma<4/3$, the equation $3s^2-2s+\gamma-1=0$ has two roots. The wider strip has

$$r=\frac{3}{1-\sqrt{4-3\gamma}},$$

where the decline of $G$ alone would stop growth. This $r$ runs from 3 to infinity as $\gamma$ falls from $4/3$ to 1; where it exceeds 7.59, contact intervenes first.

## A film on silicon

Take rough values in the regime of a compressive plasma-deposited silicon nitride film on silicon: $h=400$ nm, $E=160$ GPa, $\nu=0.25$ and $\sigma=1.5$ GPa. The interface is weak, with $\Gamma_I=1.25$ J/m² and $\lambda=0.25$. Then $\bar E=160/(1-0.25^2)=170.7$ GPa, and

$$G_0=\frac{(1.5\times10^9)^2(4\times10^{-7})}{2(1.707\times10^{11})}=2.64\ \mathrm{J/m^2},$$

$$b_c=\pi(0.400\ \mu\mathrm m)\sqrt{\frac{170.7}{12\times1.5}}=3.87\ \mu\mathrm m.$$

Solving $G=\Gamma(\psi)$ numerically gives two half-widths:

| | Start | Arrest |
|---|---:|---:|
| $b$ (µm) | 4.48 | 6.37 |
| $r$ | 1.34 | 2.71 |
| $M$ (µN) | 60.4 | 66.9 |
| $\Delta N$ (N/m) | 153 | 379 |
| $\psi$ | −54.2° | −71.1° |
| $K_1$ (MPa m$^{1/2}$) | 0.356 | 0.250 |
| $K_2$ (MPa m$^{1/2}$) | −0.494 | −0.732 |
| $G=\Gamma$ (J/m²) | 2.17 | 3.51 |

With clamped edges, a straight buckle with half-width between about 4.0 and 4.48 µm does not widen. (Closer to $b_c$ the straight shape is itself unstable, as noted below.) One slightly wider than 4.48 µm grows spontaneously, because $G$ initially rises faster than $\Gamma$. During growth the moment changes little, while the membrane force more than doubles. From start to arrest $K_1$ falls overall, although the buckle grows taller, and $|K_2|$ increases.

At arrest the two sides of the balance are

$$G=2.637\left(1-\frac1{2.711}\right)\left(1+\frac3{2.711}\right)=3.51\ \mathrm{J/m^2},$$

$$\Gamma=\frac{1.25}{\cos^2(0.75\times71.11^\circ)}=3.51\ \mathrm{J/m^2}.$$

The logarithmic slope of $G$ is $+0.12$; that of $\Gamma$ is $1.46$. In this clamped model the driving force is still rising, so its later decline cannot be what stops the crack. If the toughness were frozen at its starting value, 2.17 J/m², it would lie below $G_0$, and growth would continue at least until pure sliding. With clamped edges and the other parameters fixed, and as long as the buckle stays straight, a crack that is already widening must arrest before pure sliding if $\lambda<0.43$.

## How far the number can be trusted

The arrested strip is about 12.7 µm wide in this model. Its stress and thickness are plausible for a strongly compressive nitride, but the interface is deliberately weak, and a better-bonded one would be tougher. The mode dependence is also uncertain, and the arrest width is sensitive to it. Changing $\lambda$ to 0.20 or 0.30, with all else fixed, moves the arrest half-width to 5.58 or 7.22 µm.

Real edges are not rigidly clamped. If the edge rotates by $\chi hM/D$, the mode $\cos\kappa y$ obeys $\tan\kappa b=-\chi h\kappa$, so in the buckling stress $b$ is replaced, to first order, by $b+\chi h$. The same rotation increases the opened area of the pressurized crack by a fraction $5\chi h/a$. The numerical solution gives $\chi=0.62$. Making the same replacement in all the formulas would lower the arrest half-width by about 0.25 µm, but the replacement holds only for the buckling stress. The released strain still acts over the true width $2b$, so $\xi^2$, and with it $M^2$, falls by a further fraction $\chi h/b$. Rotation alone therefore lowers the arrest half-width by about 0.6 µm, or 9%. This is still not the whole edge correction. The support also yields inwards under $\Delta N$, which lets the film buckle higher and raises $M$. A plane-strain finite-element estimate that includes rotation, stretching and their coupling reverses the sign: the arrest half-width rises by about 0.6 µm, or 10%, above the clamped value. The half-width at which growth starts falls instead, from 4.48 to about 4.2 µm. At the wider arrest $G$ is just past its peak and falls slowly, but up to pure sliding it stays above its value at the start of growth. The rise in toughness is therefore still needed to stop the crack.

Elastic mismatch changes $\omega$. Let $\alpha$ be the difference of film and substrate plane-strain moduli divided by their sum. In the crack calculation, the layer's compliance was scaled by $1-\alpha$ and the substrate's by $1+\alpha$, with the second mismatch parameter set to zero. For $\alpha=+0.1$ and $-0.1$, at fixed film properties and with clamped edges, the change of $\omega$ alone moves the arrest half-width to 6.53 and 6.22 µm. The accompanying change in edge compliance is not included.

Some further effects are small or concern survival of the film and its shape:

- The largest slope is $\pi\xi h/2b=0.15$, whose square is 2%.
- A 100 K temperature change with an assumed expansion mismatch of 1 ppm/K changes the film stress by 21 MPa, or 1.4%.
- The largest film tension, $6M/h^2-\sigma_c$, is 1.95 GPa. A flawed film might crack first.
- A straight buckle can become wavy. The second variation of the plate energy, evaluated in a polynomial basis for waves along the strip, is positive at every sampled $r$ from 1.1 to 6.1, in steps of 0.1. The start at $r=1.34$ and the arrest at $r=2.71$ lie inside this range; pure sliding at $r=7.59$ does not. Close to the threshold waves win: under equi-biaxial stress the flat strip first buckles into a wavy pattern at $r=0.94$, and the straight buckle becomes stable only at about $r=1.05$.

The result concerns the straight sides. The curved end has a different loading and may continue to run, lengthening the strip. Moisture can also lower interface toughness with time. In this model, lowering $\Gamma_I$ at fixed $\lambda$ moves the stable crossing outwards, and a large enough reduction leaves none before pure sliding, so a strip that has stopped widening need not remain at that width.
